**Mean number of jumps before an fcc vacancy meets a solute**

The program tests the result ⟨N⟩ ≈ G0/c − g/√(c·G0) for a vacancy walking at random on an fcc lattice until it jumps onto a solute. Here c is the solute fraction, G0 = 1.34466 is the mean number of visits to the starting site, and g = 3√3/(2π) sets the leading effect of long loops. It asserts that quadrature of the lattice integral reproduces G0 and g. It also asserts that simulated walks reproduce the return probability, the number of distinct sites and, to within ln(1/c) jumps, the mean ⟨N⟩ at c = 0.001 and c = 0.01. Separate runs with frozen solutes test the mean jump number, the mean squared displacement, arrival beside a solute (within 8%) and hindered exchange (within 5%). At c = 0.001 the formula gives 1322.1 jumps, the distinct-site walks give 1322.8 ± 0.6, and the frozen-solute run gives 1335 ± 8. For the example's rough alloy parameters at 300 K this corresponds to 0.13 s and an rms displacement of 10.3 nm.

## Verification by program

```python
# Result under test: a vacancy walking at random on an fcc lattice, with a
# fraction c of sites holding absorbing solutes, first jumps onto a solute after
#     <N> = G0/c - g/sqrt(c*G0) + at most O(ln(1/c))   jumps on average.
# G0 : mean number of visits to the starting site (start counted)
# g  : coefficient of -sqrt(1-z) in the visit generating function G(z)
# R  : probability of ever returning to the start, 1 - 1/G0
# S_n: number of distinct sites seen in n jumps, start included
import numpy as np
from math import gamma, pi, sqrt, log, exp
from scipy.constants import k as boltzmann, e as charge

rng = np.random.default_rng(20240607)
c = 0.001

# ---------- derived formulas ----------
G0 = 9 * gamma(1 / 3)**6 / (2**(14 / 3) * pi**4)
g = 3 * sqrt(3) / (2 * pi)
R = 1 - 1 / G0


def mean_jumps(fraction):
    return G0 / fraction - g / sqrt(fraction * G0)


# ---------- lattice integral from its definition ----------
def visits(z, n_radial=500, n_angle=80):
    """Zone average of 1/(1 - z*lambda); the kz integral is analytic.
    kx = s*t, ky = s*(1-t) covers half the square and removes the
    singularity at the origin; the other half is equal by symmetry."""
    xs, ws = np.polynomial.legendre.leggauss(n_radial)
    xt, wt = np.polynomial.legendre.leggauss(n_angle)
    s = (0.5 * pi * (xs + 1))[:, None]
    t = (0.5 * (xt + 1))[None, :]
    cx, cy = np.cos(s * t), np.cos(s * (1 - t))
    a = 1 - z * cx * cy / 3
    b = z * (cx + cy) / 3
    f = s / np.sqrt((a - b) * (a + b))
    return 2 / pi**2 * (0.5 * pi * ws) @ f @ (0.5 * wt)


G0_quad = visits(1.0)
assert abs(G0_quad - G0) < 1e-7
d = 1e-4
slope_1 = (G0_quad - visits(1 - d)) / sqrt(d)
slope_2 = (G0_quad - visits(1 - 4 * d)) / sqrt(4 * d)
g_quad = 2 * slope_1 - slope_2      # removes the next power of sqrt(1-z)
assert abs(g_quad - g) < 2e-3

# ---------- fcc jumps in primitive coordinates ----------
half = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                 [1, -1, 0], [0, 1, -1], [1, 0, -1]])
jumps = np.vstack([half, -half])
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])  # half lattice units
assert np.all(((jumps @ primitive)**2).sum(axis=1) == 2)
packed = (jumps @ np.array([1, 1 << 20, 1 << 40])).astype(np.int64)

# ---------- explicit walks: count distinct sites ----------
n_walks, length = 2500, 15000
n_probe = round(G0 / c)
c_list = [c, 0.01]
powers = [(1 - x)**np.arange(length + 1) for x in c_list]
sums = np.zeros((n_walks, 2))
distinct_probe = np.zeros(n_walks)
returned = np.zeros(n_walks)
path = np.zeros(length + 1, dtype=np.int64)
for i in range(n_walks):
    path[1:] = np.cumsum(packed[rng.integers(0, 12, length)])
    first = np.unique(path, return_index=True)[1]
    is_new = np.zeros(length + 1, dtype=np.int64)
    is_new[first] = 1
    seen = np.cumsum(is_new)
    distinct_probe[i] = seen[n_probe]
    returned[i] = np.any(path[1:] == 0)
    for j in range(2):
        sums[i, j] = powers[j][seen - 1].sum()
N_walk = sums.mean(axis=0)
se_walk = sums.std(axis=0, ddof=1) / sqrt(n_walks)
S_walk = distinct_probe.mean()
S_se = distinct_probe.std(ddof=1) / sqrt(n_walks)
S_formula = n_probe / G0 + 2 * g / G0**2 * sqrt(n_probe / pi)
R_walk = returned.mean()
R_se = sqrt(R * (1 - R) / n_walks)
assert abs(R_walk - R) < 4.5 * R_se
# the expansion of the mean of S_n leaves out a constant of order one
assert abs(S_walk - S_formula) < 2 + 4 * S_se
# the formula leaves out terms of at most order ln(1/c)
for j in range(2):
    assert abs(N_walk[j] - mean_jumps(c_list[j])) < log(1 / c_list[j])
# the square-root correction is resolved: the bare rule G0/c fails
assert G0 / c - N_walk[0] > 5 * se_walk[0]

# ---------- frozen solutes on a large periodic lattice ----------
L = 256
SITES = L**3
flat = (jumps @ np.array([1, L, L * L])).astype(np.int64)
solute_sites = rng.choice(SITES, round(c * SITES), replace=False,
                          shuffle=False)
solute = np.zeros(SITES, dtype=bool)
solute[solute_sites] = True
beside = solute.copy()
for shift in flat:
    beside[(solute_sites + shift) % SITES] = True


def first_meeting(target, walkers, accept=1.0):
    """Jump number and squared displacement (in jump lengths squared) at
    capture; a step onto a target succeeds with probability accept."""
    pos = rng.integers(0, SITES, walkers)
    pos = pos[~target[pos]]
    origin = (1 << 19) * (1 + (1 << 20) + (1 << 40))
    disp = np.full(pos.size, origin, dtype=np.int64)
    counts, ends, step = [], [], 0
    while pos.size:
        step += 1
        r = rng.integers(0, 12, pos.size, dtype=np.uint8)
        new = (pos + flat[r]) & (SITES - 1)
        disp += packed[r]
        hits = np.flatnonzero(target[new])
        if hits.size:
            ok = rng.random(hits.size) < accept
            caught, refused = hits[ok], hits[~ok]
            new[refused] = pos[refused]
            disp[refused] -= packed[r[refused]]
            counts.append(np.full(caught.size, step))
            ends.append(disp[caught])
            keep = np.ones(pos.size, dtype=bool)
            keep[caught] = False
            new, disp = new[keep], disp[keep]
        pos = new
    end = np.concatenate(ends)
    field = (1 << 20) - 1
    xyz = np.stack([end & field, (end >> 20) & field, end >> 40], axis=1)
    cart = (xyz - (1 << 19)) @ primitive
    return np.concatenate(counts), (cart**2).sum(axis=1) / 2


N_frozen, r2 = first_meeting(solute, 30000)
mean_frozen = N_frozen.mean()
se_frozen = N_frozen.std(ddof=1) / sqrt(N_frozen.size)
assert abs(mean_frozen - N_walk[0]) < 4.5 * sqrt(se_frozen**2 + se_walk[0]**2)
diff = r2 - N_frozen
assert abs(diff.mean()) < 4.5 * diff.std(ddof=1) / sqrt(diff.size)

N_beside, _ = first_meeting(beside, 30000)
shell_lead = (G0 - 1) / c
shell_formula = shell_lead - g / sqrt(c * (G0 - 1))
# second-order terms are a few per cent here: first correction is 13 per cent
assert abs(N_beside.mean() / shell_formula - 1) < 0.08

w_test = 0.5
N_hindered, _ = first_meeting(solute, 10000, w_test)
hindered_formula = (G0 - 1 + 1 / w_test) / c
# one per cent sampling error plus the omitted square-root term
assert abs(N_hindered.mean() / hindered_formula - 1) < 0.05

# ---------- worked example: rough values for a quenched dilute alloy ----------
lattice_nm, E_mig, attempt, T, T_hot = 0.40, 0.60, 1e13, 300.0, 350.0
barrier_extra, vac_fraction, disloc_cm2 = 0.05, 1e-5, 1e8
jump_nm = lattice_nm / sqrt(2)
kT = boltzmann * T / charge
kT_hot = boltzmann * T_hot / charge
rate = 12 * attempt * exp(-E_mig / kT)
rate_hot = 12 * attempt * exp(-E_mig / kT_hot)
N_answer = mean_jumps(c)
w_slow = exp(-barrier_extra / kT)
N_slow = (G0 - 1 + 1 / w_slow) / c
vac_ratio = (2 * vac_fraction / (G0 - 1)) / (c / G0)
spacing_nm = 1e7 / sqrt(disloc_cm2)

print(f"solute fraction c: {c}")
print(f"G0, closed form: {G0:.7f}; quadrature: {G0_quad:.7f}")
print(f"g, closed form: {g:.5f}; quadrature: {g_quad:.5f}")
print(f"return probability R: {R:.5f}")
print(f"R from {n_walks} walks: {R_walk:.4f} +- {R_se:.4f}")
print(f"new sites per jump at long times 1/G0: {1/G0:.5f}")
print(f"distinct sites after {n_probe} jumps, formula: {S_formula:.1f}")
print(f"  same, counted: {S_walk:.1f} +- {S_se:.1f}")
print(f"no revisits, 1/c: {1/c:.1f} jumps")
print(f"dilute limit G0/c: {G0/c:.1f} jumps")
print(f"square-root correction: {-g/sqrt(c*G0):.2f} jumps")
print(f"MEAN NUMBER OF JUMPS, formula: {N_answer:.1f}")
print(f"  distinct-site walks: {N_walk[0]:.1f} +- {se_walk[0]:.1f} jumps")
print(f"  frozen solutes: {mean_frozen:.0f} +- {se_frozen:.0f} jumps")
print(f"  frozen solutes, median: {np.median(N_frozen):.0f} jumps")
print(f"at c = 0.01, formula: {mean_jumps(0.01):.2f} jumps")
print(f"  distinct-site walks: {N_walk[1]:.2f} +- {se_walk[1]:.2f} jumps")
print(f"mean squared displacement, frozen: {r2.mean():.0f} jump lengths^2")
print(f"arrival beside a solute, dilute limit: {shell_lead:.1f} jumps")
print(f"  with square-root correction: {shell_formula:.1f} jumps")
print(f"  frozen solutes: {N_beside.mean():.1f} jumps")
print(f"exchange success {w_test}, formula: {hindered_formula:.0f} jumps")
print(f"  frozen solutes: {N_hindered.mean():.0f} jumps")
print(f"lattice parameter: {lattice_nm:.2f} nm; jump: {jump_nm:.4f} nm")
print(f"migration energy: {E_mig:.2f} eV; attempts: {attempt:.0e} per s")
print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"total jump rate: {rate:.3e} per s")
print(f"mean time to meeting: {N_answer/rate:.4f} s")
print(f"rms displacement: {jump_nm*sqrt(N_answer):.2f} nm")
print(f"time at {T_hot:.0f} K: {N_answer/rate_hot:.3e} s")
print(f"extra solute barrier: {barrier_extra:.2f} eV; w: {w_slow:.4f}")
print(f"  dilute-limit mean with this barrier: {N_slow:.0f} jumps")
print(f"other vacancies, fraction: {vac_fraction:.0e}")
print(f"  pairing rate / solute meeting rate: {vac_ratio:.4f}")
print(f"dislocation density: {disloc_cm2:.0e} per cm2")
print(f"  typical dislocation spacing: {spacing_nm:.0f} nm")
print("OK")
```

Running it gives:

```
solute fraction c: 0.001
G0, closed form: 1.3446612; quadrature: 1.3446612
g, closed form: 0.82699; quadrature: 0.82687
return probability R: 0.25632
R from 2500 walks: 0.2560 +- 0.0087
new sites per jump at long times 1/G0: 0.74368
distinct sites after 1345 jumps, formula: 1019.2
  same, counted: 1020.3 +- 0.6
no revisits, 1/c: 1000.0 jumps
dilute limit G0/c: 1344.7 jumps
square-root correction: -22.55 jumps
MEAN NUMBER OF JUMPS, formula: 1322.1
  distinct-site walks: 1322.8 +- 0.6 jumps
  frozen solutes: 1335 +- 8 jumps
  frozen solutes, median: 926 jumps
at c = 0.01, formula: 127.33 jumps
  distinct-site walks: 128.33 +- 0.12 jumps
mean squared displacement, frozen: 1331 jump lengths^2
arrival beside a solute, dilute limit: 344.7 jumps
  with square-root correction: 300.1 jumps
  frozen solutes: 306.9 jumps
exchange success 0.5, formula: 2345 jumps
  frozen solutes: 2389 jumps
lattice parameter: 0.40 nm; jump: 0.2828 nm
migration energy: 0.60 eV; attempts: 1e+13 per s
temperature: 300 K; kT: 0.02585 eV
total jump rate: 9.991e+03 per s
mean time to meeting: 0.1323 s
rms displacement: 10.28 nm
time at 350 K: 4.805e-03 s
extra solute barrier: 0.05 eV; w: 0.1446
  dilute-limit mean with this barrier: 7262 jumps
other vacancies, fraction: 1e-05
  pairing rate / solute meeting rate: 0.0780
dislocation density: 1e+08 per cm2
  typical dislocation spacing: 1000 nm
OK
```
